\section*{Overlap of space-filling atomic spheres, and empty spheres in diamond}

\section{Problem}

In the atomic-sphere approximation (ASA) a crystal is divided into spheres centred on the sites, and the potential inside each sphere is taken to be spherically symmetric. The radii are chosen so that the sphere volumes add up to the volume of the crystal. Such spheres are called space-filling, although they do not cover every point: since their volumes only add up to the crystal volume, any overlap between them must be made up by gaps elsewhere.

Take equal spheres of radius $s$, one on each site. Let $\Omega$ be the volume per site and $d$ the distance between nearest sites. Space filling means
\begin{equation}
\frac{4\pi}{3}s^3=\Omega .
\label{eq:fill}
\end{equation}
Define the radial overlap as the excess of the sum of two neighbouring radii over their distance, divided by that distance:
\begin{equation}
\omega=\frac{2s-d}{d}=\frac{2s}{d}-1 .
\label{eq:omega}
\end{equation}
Dividing by $s$ instead would give other percentages for the same spheres, so the convention has to be stated.

\begin{enumerate}
\item Find $\omega$ for the simple cubic (sc), bcc, fcc and diamond structures, with spheres on the atoms.
\item What fraction of space do the spheres leave uncovered?
\item In diamond, add equal spheres without nuclei, called empty spheres, at the holes displaced from the fcc lattice points by $\frac a2(1,1,1)$ and $\frac{3a}{4}(1,1,1)$. Here $a$ is the edge of the cubic cell. What lattice do all the sphere centres form, and what is the overlap now?
\item Apply the result to silicon.
\end{enumerate}

\section{First estimate by scaling}

By (\ref{eq:fill}) the radius scales as $\Omega^{1/3}$, so
\begin{equation}
\frac{2s}{d}\propto\left(\frac{\Omega}{d^3}\right)^{1/3}.
\label{eq:scaling}
\end{equation}
The right side needs only the number of sites in the cube and the nearest distance. Neighbours are one edge apart in sc, half a body diagonal in bcc, half a face diagonal in fcc, and a quarter of a body diagonal in diamond. The cubes hold one, two, four and eight sites. Therefore
\begin{align}
\text{sc:}\quad &\Omega=a^3, & d&=a, & \Omega/d^3&=1,\nonumber\\
\text{bcc:}\quad &\Omega=a^3/2, & d&=\sqrt3\,a/2, & \Omega/d^3&=4/(3\sqrt3),\nonumber\\
\text{fcc:}\quad &\Omega=a^3/4, & d&=a/\sqrt2, & \Omega/d^3&=1/\sqrt2,\nonumber\\
\text{diamond:}\quad &\Omega=a^3/8, & d&=\sqrt3\,a/4, & \Omega/d^3&=8/(3\sqrt3).
\label{eq:geometry}
\end{align}

Scaling leaves the constant of proportionality open. Of the four structures, fcc has the least volume per site at given $d$. As a crude guess, let its spheres just touch, so that $2s/d=1$ there. The other ratios then follow from (\ref{eq:scaling}):
\begin{align}
\text{bcc:}\quad &\left(\frac{4\sqrt2}{3\sqrt3}\right)^{1/3}\approx1.03, \nonumber\\
\text{sc:}\quad &\left(\sqrt2\right)^{1/3}\approx1.12, \nonumber\\
\text{diamond:}\quad &\left(\frac{8\sqrt2}{3\sqrt3}\right)^{1/3}\approx1.30 .
\label{eq:estimate}
\end{align}
The estimated overlaps are 0, 3, 12 and 30\,\% for fcc, bcc, sc and diamond.

The empty spheres double the number of sites. The hole at $\frac a2(1,1,1)$ is $\sqrt3a/4$ from the atom at $\frac a4(1,1,1)$, which is the bond length. If no two centres are closer than this, $d$ stays the same while $\Omega$ is halved. The diamond ratio is then divided by $2^{1/3}$ and becomes the bcc ratio in (\ref{eq:estimate}).

\section{Exact solution}

\subsection{Radial overlap}

Solving (\ref{eq:fill}) for $s^3=3\Omega/(4\pi)$ and multiplying by $8/d^3$ gives
\begin{equation}
\left(\frac{2s}{d}\right)^3=\frac{6}{\pi}\,\frac{\Omega}{d^3}.
\label{eq:ratio}
\end{equation}
The constant left open by scaling is thus $(6/\pi)^{1/3}$. Touching spheres of radius $d/2$ fill the fraction $f=\pi d^3/(6\Omega)$ of space, so (\ref{eq:ratio}) also says $2s/d=f^{-1/3}$. Equal spheres that do not overlap leave gaps, hence $f<1$ and $\omega>0$.

Inserting (\ref{eq:geometry}) gives
\begin{align}
\text{fcc:}\quad &\frac{2s}{d}=\left(\frac{3\sqrt2}{\pi}\right)^{1/3}=1.105, &\omega&=10.5\,\%,\nonumber\\
\text{bcc:}\quad &\frac{2s}{d}=\left(\frac{8}{\sqrt3\,\pi}\right)^{1/3}=1.137, &\omega&=13.7\,\%,\nonumber\\
\text{sc:}\quad &\frac{2s}{d}=\left(\frac{6}{\pi}\right)^{1/3}=1.241, &\omega&=24.1\,\%,\nonumber\\
\text{diamond:}\quad &\frac{2s}{d}=\left(\frac{16}{\sqrt3\,\pi}\right)^{1/3}=1.433, &\omega&=43.3\,\%.
\label{eq:results}
\end{align}

\subsection{Uncovered space}

First establish that no point lies inside three spheres. The ratio of the second-neighbour distance to $2s$ is 1.28 for fcc, 1.02 for bcc, and 1.14 for both sc and diamond. Second neighbours therefore do not overlap, and three spheres with a common point would have to be mutual nearest neighbours.

In sc, bcc and diamond the sites split into two sets such that every nearest neighbour of a site belongs to the other set. In sc the sets have even and odd coordinate sums in units of $a$; in bcc they are corners and centres; in diamond they are the two fcc sublattices. Among three sites at least two belong to the same set, so three mutual nearest neighbours do not exist.

In fcc they do exist and form an equilateral triangle of side $d$. Let $\mathbf c$ be its centre and $\mathbf R_i$ its corners, with $|\mathbf R_i-\mathbf c|^2=d^2/3$. For any point $\mathbf r$,
\begin{equation}
\sum_{i=1}^3|\mathbf r-\mathbf R_i|^2
=3|\mathbf r-\mathbf c|^2+d^2\ge d^2 ,
\end{equation}
because the cross terms contain $\sum_i(\mathbf R_i-\mathbf c)=0$. At least one corner is therefore at a distance of $d/\sqrt3=0.577\,d$ or more from $\mathbf r$. Since $s=0.553\,d$, no point is inside all three spheres.

Let $p_0,p_1,p_2$ be the fractions of space covered by no sphere, one sphere and two spheres. They add up to one, and by (\ref{eq:fill}) so does the sphere volume per unit volume:
\begin{equation}
p_0+p_1+p_2=1,\qquad p_1+2p_2=1 .
\end{equation}
Subtracting the second equation from the first gives $p_0=p_2$. When an integral over the crystal is replaced by a sum of integrals over the spheres, a constant is integrated correctly, but the doubly covered regions are counted twice and the equally large gaps are left out.

The lens shared by two neighbours consists of two equal caps, separated by the plane midway between the centres. With $x=d/(2s)$ this plane is at distance $xs$ from each centre, and one cap has the volume
\begin{align}
V_{\rm cap}&=\int_{xs}^{s}\pi(s^2-u^2)\,du
=\pi s^3\left[(1-x)-\frac{1-x^3}{3}\right]\nonumber\\
&=\frac{\pi s^3}{3}(2-3x+x^3)
=\frac{\pi s^3}{3}(1-x)^2(2+x).
\end{align}
A site with $z$ nearest neighbours takes part in $z$ lenses, each shared with one other site. This makes $z/2$ lenses, or $z$ caps, per site. Division by $\Omega=4\pi s^3/3$ gives
\begin{equation}
p_0=p_2=\frac{zV_{\rm cap}}{\Omega}=\frac z4(1-x)^2(2+x).
\label{eq:lens}
\end{equation}
With $z=12,8,6,4$ for fcc, bcc, sc and diamond, the uncovered fractions are 7.9, 8.4, 15.8 and 24.6\,\%. Bcc is close to fcc although its radial overlap is larger, because it has fewer lenses per site. Formula (\ref{eq:lens}) holds only for space-filling radii, since both $p_0=p_2$ and its last equality use (\ref{eq:fill}). For other radii $p_2=zV_{\rm cap}/\Omega$ remains valid as long as second neighbours do not overlap and no point lies in three spheres; in bcc the margin is small, since second neighbours would touch if the radii were enlarged by about 2\,\%.

\subsection{Diamond with empty spheres}

Measure coordinates in units of $a/4$. The fcc lattice then consists of the integer triples whose entries are all even and whose sum is a multiple of 4. Shifting it by $m(1,1,1)$ adds $3m$ to the sum. The atoms are $m=0,1$ and the holes $m=2,3$:
\begin{align}
m=0:&\ \text{all even, sum}\equiv0, & m=2:&\ \text{all even, sum}\equiv2,\nonumber\\
m=1:&\ \text{all odd, sum}\equiv3, & m=3:&\ \text{all odd, sum}\equiv1 \pmod 4.
\end{align}
Three even numbers have an even sum, so $m=0$ and $m=2$ together contain every all-even triple. Three odd numbers have an odd sum, so $m=1$ and $m=3$ together contain every all-odd triple. The all-even triples form a simple cubic lattice of constant 2 units, which is $a/2$, and the all-odd triples are its cube centres. The sphere centres therefore form a bcc lattice of constant $a/2$.

Its nearest distance is $\frac{\sqrt3}{2}\cdot\frac a2=\frac{\sqrt3}{4}a$, the bond length, as the estimate assumed. The overlap is the bcc value, 13.7\,\%, and the uncovered fraction falls from 24.6 to 8.4\,\%.

Only the packing is bcc. The eight nearest neighbours of a site are reached by the steps $(\pm1,\pm1,\pm1)$. Four of these have sum $3$ or $-1$ and lead from $m$ to $m+1$; the other four have sum $-3$ or $1$ and lead to $m-1$, with $m$ counted modulo 4. Each atom thus has four atoms and four empty spheres around it, and each empty sphere likewise has four of each kind. Because the two kinds differ, the crystal keeps the diamond structure.

The radii $r_A$ of the atoms and $r_E$ of the empty spheres need not be equal. Space filling requires only $r_A^3+r_E^3=2s^3$, where $s$ is the common radius of the equal choice. If the radii differ, one of them exceeds $s$. That kind has neighbours of its own kind at distance $d$, and their overlap exceeds 13.7\,\%. Equal radii therefore minimise the largest overlap. This is a geometrical statement and does not decide which radii give the best potential.

\subsection{Silicon}

The lattice parameter $a=5.431$\,\AA\ gives the bond length $d=\sqrt3a/4=2.352$\,\AA. With spheres on the atoms only,
\begin{equation}
s=0.3102\,a=1.685\ \text{\AA},\qquad 2s-d=1.02\ \text{\AA}.
\end{equation}
With equal empty spheres,
\begin{equation}
s=0.2462\,a=1.337\ \text{\AA},\qquad 2s-d=0.32\ \text{\AA}.
\end{equation}
In atomic units the two radii are 3.183 and 2.527 bohr.

For an unequal choice take $r_E=0.9\,r_A$. Then $r_A^3(1+0.729)=2s^3$, so
\begin{equation}
r_A=\left(\frac{2}{1.729}\right)^{1/3}s=1.4035\ \text{\AA},\qquad
r_E=1.2632\ \text{\AA}.
\end{equation}
Dividing the sums of radii by $d$ and subtracting one gives overlaps of 19.4\,\% between atoms, 13.4\,\% between an atom and an empty sphere, and 7.4\,\% between empty spheres. The largest is above 13.7\,\%, as it must be.

\section{Comparison}

\begin{center}
\begin{tabular}{lcc}
Structure & $\omega$, estimate & $\omega$, exact\\
fcc & 0\,\% & 10.5\,\%\\
bcc, or diamond with empty spheres & 3\,\% & 13.7\,\%\\
sc & 12\,\% & 24.1\,\%\\
diamond, atoms only & 30\,\% & 43.3\,\%
\end{tabular}
\end{center}

The estimate gives the right order of the structures, and its ratios between their values of $2s/d$ are exact, since (\ref{eq:scaling}) and (\ref{eq:ratio}) differ by a constant factor. Its one error is the guess that fcc spheres touch. This makes every $2s/d$ too small by the same factor, 1.105, the true fcc ratio. The overlap is the small difference between $2s/d$ and one, so it suffers far more: the estimate misses all of it in fcc and about a third of it in diamond. The effect of the empty spheres, a reduction of the radius by $2^{1/3}=1.26$, does not depend on the guess.

The numerical check checks the radii, the covered fractions and the bcc arrangement numerically.

\section*{Numbers as computed}
\begin{verbatim}
Lengths in units of the cube edge a; E = empty spheres
sc: sites per cube 1, z = 6, d = 1.00000 a, s = 0.62035 a
   2s/d = 1.24070, overlap = 24.07 %, (2s-d)/s = 38.8 %
   touching-sphere filling f = 0.5236, d2/(2s) = 1.1399
   doubly covered volume: lens formula 15.84 %, grid 15.87 %; uncovered, grid 15.85 %
bcc: sites per cube 2, z = 8, d = 0.86603 a, s = 0.49237 a
   2s/d = 1.13709, overlap = 13.71 %, (2s-d)/s = 24.1 %
   touching-sphere filling f = 0.6802, d2/(2s) = 1.0155
   doubly covered volume: lens formula 8.37 %, grid 8.36 %; uncovered, grid 8.36 %
fcc: sites per cube 4, z = 12, d = 0.70711 a, s = 0.39080 a
   2s/d = 1.10534, overlap = 10.53 %, (2s-d)/s = 19.1 %
   touching-sphere filling f = 0.7405, d2/(2s) = 1.2794
   doubly covered volume: lens formula 7.91 %, grid 7.91 %; uncovered, grid 7.92 %
diamond: sites per cube 8, z = 4, d = 0.43301 a, s = 0.31018 a
   2s/d = 1.43264, overlap = 43.26 %, (2s-d)/s = 60.4 %
   touching-sphere filling f = 0.3401, d2/(2s) = 1.1399
   doubly covered volume: lens formula 24.60 %, grid 24.60 %; uncovered, grid 24.60 %
diamond+E: sites per cube 16, z = 8, d = 0.43301 a, s = 0.24619 a
   2s/d = 1.13709, overlap = 13.71 %, (2s-d)/s = 24.1 %
   touching-sphere filling f = 0.6802, d2/(2s) = 1.0155
   doubly covered volume: lens formula 8.37 %, grid 8.38 %; uncovered, grid 8.39 %
fcc triangle: s/d = 0.5527, circumradius/d = 0.5774
Atoms + holes: 16 points per cube, bcc lattice of constant a/2: 16 points, sets equal
atom-atom: 4 neighbours at 0.43301 a
atom-E: 4 neighbours at 0.43301 a
E-E: 4 neighbours at 0.43301 a
E-atom: 4 neighbours at 0.43301 a
Farthest grid points from atoms: 8 per cube, distance 0.43301 a
Scan r_E/r_A from 0.80 to 1.25: least largest overlap 13.71 % at 1.000
Silicon: a = 5.4310 angstrom, bond d = 2.3517 angstrom
   atoms only: s = 1.6846 angstrom = 3.1834 bohr, 2s-d = 1.0174 angstrom
   with E: s = 1.3370 angstrom = 2.5266 bohr, 2s-d = 0.3224 angstrom
   radius ratio atoms only / with E = 1.25992
   r_E/r_A = 0.9: r_A = 1.4035 angstrom, r_E = 1.2632 angstrom
   overlaps: atom-atom 19.36 %, atom-E 13.40 %, E-E 7.43 %
\end{verbatim}
